# First- and second-rank dipole correlations under isotropic rotational diffusion

## From a reorientation time to a dielectric loss peak

Suppose a loss calculation for a low-k film needs the reorientation time of a polar molecule in its pores, and the available time comes from a probe that is quadratic in the molecular axis, such as quadrupolar spin relaxation. Should that time be put directly into the Debye formula, or first multiplied by three? For isotropic diffusion in small steps the factor is three, and leaving it out shifts the predicted loss peak upward by the same factor. This section derives the factor and the conditions under which it may be used.

### Definitions and model

Let $\mathbf u(t)$ be the unit vector along the dipole of one molecule, and let $x(t)=\mathbf u(0)\cdot\mathbf u(t)$. The correlation functions of first and second rank are

$$C_1=\langle x\rangle,\qquad C_2=\langle P_2(x)\rangle,\qquad P_2(x)=\tfrac12(3x^2-1). \tag{1}$$

Both equal 1 at $t=0$. Their correlation times are $\tau_l=\int_0^\infty C_l\,dt$.

The molecule turns by small, independent random rotations. In a short time $dt$ the rotation vector $\boldsymbol\phi$ has

$$\langle\phi_i\rangle=0,\qquad \langle\phi_i\phi_j\rangle=2D\,dt\,\delta_{ij}. \tag{2}$$

This defines the rotational diffusion coefficient $D$, in s$^{-1}$ because angles are in radians. Isotropy enters through the equal variances, and the absence of an orienting potential through the zero mean. The time $dt$ must be short compared with $1/D$ but long compared with the memory time of the angular velocity, so that successive rotations are independent.

### The effect of one small rotation

To second order in the angle, a rotation changes $\mathbf u$ by

$$d\mathbf u=\boldsymbol\phi\times\mathbf u+\tfrac12\boldsymbol\phi\times(\boldsymbol\phi\times\mathbf u). \tag{3}$$

The second-order term must be kept because its average is of order $dt$. The first term averages to zero. In the second, $\boldsymbol\phi\times(\boldsymbol\phi\times\mathbf u)=\boldsymbol\phi(\boldsymbol\phi\cdot\mathbf u)-\phi^2\mathbf u$. By (2), the average of the first part is $2D\,dt\,\mathbf u$, and $\langle\phi^2\rangle=6D\,dt$ is the sum over three axes. Hence

$$\langle d\mathbf u\rangle=\tfrac12(2-6)D\,dt\,\mathbf u=-2D\,dt\,\mathbf u. \tag{4}$$

For the mean square change, the first term of (3) suffices. The vector $\boldsymbol\phi\times\mathbf u$ is perpendicular to $\mathbf u$ and has variance $2D\,dt$ along each of the two perpendicular directions, so

$$\langle du_i\,du_j\rangle=2D\,dt\,(\delta_{ij}-u_iu_j). \tag{5}$$

The trace gives $\langle|d\mathbf u|^2\rangle=4D\,dt$, the short-time law for the tip of the vector.

Projecting (4) and (5) on the fixed direction $\mathbf u(0)$ gives

$$\langle dx\rangle=-2Dx\,dt,\qquad \langle dx^2\rangle=2D(1-x^2)\,dt, \tag{6}$$

where $\langle dx^2\rangle$ means the average of $(dx)^2$. These averages are taken over the next rotation at given $x$. Because that rotation is independent of the past, a further average over $x$ gives the equations of motion of the correlation functions.

### The two decay rates

For the first rank, (6) gives at once

$$\frac{dC_1}{dt}=-2D\,C_1\quad\Rightarrow\quad C_1(t)=e^{-2Dt}. \tag{7}$$

For the second rank, the change of $x^2$ is $2x\,dx+(dx)^2$, whose average is

$$-4Dx^2\,dt+2D(1-x^2)\,dt=2D(1-3x^2)\,dt.$$

Multiplication by $\tfrac32$ gives the change of $P_2$. Since $1-3x^2=-2P_2(x)$,

$$\langle dP_2\rangle=3D(1-3x^2)\,dt=-6D\,P_2(x)\,dt\quad\Rightarrow\quad C_2(t)=e^{-6Dt}. \tag{8}$$

Therefore

$$\tau_1=\frac1{2D},\qquad \tau_2=\frac1{6D},\qquad \frac{\tau_1}{\tau_2}=3,\qquad C_2(t)=[C_1(t)]^3. \tag{9}$$

The factor can be seen at small angles. With $x=\cos\theta$, $P_1\simeq1-\theta^2/2$ and $P_2\simeq1-3\theta^2/2$, so the same small turn costs the second-rank function three times as much. Equations (7) and (8) show that in this model the initial ratio of rates persists at all later times.

The same argument covers any smooth function $f(x)$. Its average change is $f'\langle dx\rangle+\tfrac12f''\langle dx^2\rangle$, or

$$\frac{d\langle f\rangle}{dt}=D\left\langle\frac{d}{dx}\left[(1-x^2)\frac{df}{dx}\right]\right\rangle. \tag{10}$$

The operator is the angular Laplacian for functions of $x$. Legendre's equation says that it multiplies $P_l$ by $-l(l+1)$, so rank $l$ decays at the rate $l(l+1)D$.

A simulated walk of 40,000 vectors, each turned by small random three-dimensional rotations, tests (7) and (8) without using them. At $Dt=0.30$ it gives $C_1=0.549$ and $C_2=0.164$; the formulas give 0.549 and 0.165.

### Why dielectric loss selects the first rank

Let $x$ now be the cosine of the angle between the dipole and an electric field $E$, and let $p(x,t)$ be its probability density. Without a field, two integrations by parts in (10) move the operator from $f$ to $p$. The boundary terms vanish because $1-x^2=0$ at both ends. Thus $\partial_tp=D\,\partial_x[(1-x^2)\partial_xp]$.

The field gives the dipole, of moment $\mu$, the energy $-\mu Ex$. The overdamped torque changes $\theta$ at a rate proportional to $-\mu E\sin\theta$, and hence $x=\cos\theta$ at a rate $b\mu E(1-x^2)$ with some mobility $b$. In a static field the Boltzmann density $p\propto e^{\xi x}$, with $\xi=\mu E/(kT)$, must carry no current. Diffusion and drift then cancel if $b=D/(kT)$, which gives

$$\frac{\partial p}{\partial t}=D\frac{\partial}{\partial x}\left[(1-x^2)\left(\frac{\partial p}{\partial x}-\xi p\right)\right]. \tag{11}$$

Multiply by $x$ and integrate by parts. The diffusion term becomes $-D\int(1-x^2)\partial_xp\,dx=-2D\langle x\rangle$ after a second integration, and the drift term becomes $D\xi(1-\langle x^2\rangle)$:

$$\frac{d\langle x\rangle}{dt}=-2D\langle x\rangle+D\xi\,(1-\langle x^2\rangle). \tag{12}$$

To first order in the field, $\langle x^2\rangle$ keeps its isotropic value $1/3$. For $\xi\propto e^{i\omega t}$ this leaves $(i\omega+2D)\langle x\rangle=\tfrac23D\xi$, or

$$\langle x\rangle=\frac{\xi/3}{1+i\omega\tau_1}. \tag{13}$$

The relaxation time is the first-rank one because the dipole is linear in $\mathbf u$.

For $n$ dipoles per unit volume the polarization is $n\mu\langle x\rangle$. Neglecting dipole correlations and local-field corrections, and setting this polarization equal to $\varepsilon_0(\varepsilon-\varepsilon_h)E$, where $\varepsilon_h$ is the relative permittivity of the host, gives

$$\varepsilon(\omega)=\varepsilon_h+\frac{\Delta\varepsilon}{1+i\omega\tau_1},\qquad \Delta\varepsilon=\frac{n\mu^2}{3\varepsilon_0kT}. \tag{14}$$

With $\varepsilon=\varepsilon'-i\varepsilon''$, the loss is $\varepsilon''=\Delta\varepsilon\,\omega\tau_1/(1+\omega^2\tau_1^2)$. Its derivative with respect to $\omega$ is proportional to $1-\omega^2\tau_1^2$, so the peak lies at $\omega=1/\tau_1=2D$ and has height $\Delta\varepsilon/2$.

The neglect of correlations matters. Dielectric response measures the total dipole $\mathbf M=\sum_i\boldsymbol\mu_i$, and $\langle\mathbf M(0)\cdot\mathbf M(t)\rangle$ contains cross terms between molecules. It reduces to a multiple of $C_1$ when those terms are negligible.

### Where the factor three fails

**Large jumps.** Let the vector wait, then jump through a fixed angle $\delta$ in a random azimuthal direction $\varphi$, at mean rate $\nu$. With $c=\cos\delta$, the new projection on $\mathbf u(0)$ is $x'=xc+\sqrt{1-x^2}\,\sin\delta\cos\varphi$. Averaging over $\varphi$ gives $\langle x'\rangle=cx$ and $\langle x'^2\rangle=x^2c^2+\tfrac12(1-x^2)(1-c^2)$. Inserting the latter in $P_2$ and collecting powers of $x$,

$$\langle P_2(x')\rangle=\tfrac34(3c^2-1)x^2-\tfrac14(3c^2-1)=P_2(c)P_2(x).$$

Each jump multiplies the rank-$l$ correlation by $P_l(c)$, so the rates are $\nu[1-P_l(c)]$. Their ratio is

$$\frac{\tau_1}{\tau_2}=\frac{\tfrac32(1-c^2)}{1-c}=\frac32(1+\cos\delta). \tag{15}$$

It tends to 3 for small jumps and is 2.80, 2.25 and 1.50 for jumps of 30, 60 and 90 degrees. Here $\delta$ is the angle through which the vector itself moves; a rotation of the whole molecule by 60 degrees about a random axis moves the vector less and gives 2.40. Isotropic surroundings alone therefore do not guarantee the factor three.

**Unequal diffusion coefficients.** Let a molecule have coefficient $D_\parallel$ about its body axis $z$ and $D_\perp$ about $x$ and $y$. A dipole along $z$ is unaffected by rotation about $z$, so it follows (9) with $D=D_\perp$. For a dipole along the body axis $x$, watch the fixed vector $\mathbf e=\mathbf u(0)$ from the body. It starts at $e_x=1$, and $e_x(t)$ is the required projection. The steps leading to (4) and (5), with unequal variances, give

$$\frac{d\langle e_x\rangle}{dt}=-(D_\perp+D_\parallel)\langle e_x\rangle,$$

$$\frac{d\langle e_x^2\rangle}{dt}=-2(D_\perp+D_\parallel)\langle e_x^2\rangle+2D_\perp\langle e_z^2\rangle+2D_\parallel\langle e_y^2\rangle,$$

and the same second equation with $x$ and $y$ exchanged. Subtracting the two shows that $s=\langle e_x^2-e_y^2\rangle$ decays at the rate $2D_\perp+4D_\parallel$. Adding them, with $e_z^2=1-e_x^2-e_y^2$, gives $\dot q=4D_\perp-6D_\perp q$ for $q=\langle e_x^2+e_y^2\rangle$, so $q-\tfrac23$ decays at the rate $6D_\perp$. Since $q=s=1$ initially and $\langle e_x^2\rangle=(q+s)/2$,

$$C_2=\tfrac14e^{-6D_\perp t}+\tfrac34e^{-(2D_\perp+4D_\parallel)t},\qquad \tau_1=\frac1{D_\perp+D_\parallel}. \tag{16}$$

For $D_\parallel=2D_\perp$, integration of $C_2$ gives $\tau_2=(\tfrac1{24}+\tfrac3{40})/D_\perp$, while $\tau_1=1/(3D_\perp)$. The ratio is 2.857, about 5% below 3. This small deviation holds when the probed axis and the dipole coincide. For the same tensor, a dipole along $x$ with a probe along $z$ has $\tau_2=1/(6D_\perp)$ and ratio 2, and a dipole along $z$ with a probe along $x$ has $\tau_1=1/(2D_\perp)$ and ratio 4.29.

**An orienting potential.** For a static potential $-\lambda kTx$, (12) holds with $\xi=\lambda$. Because $1-x^2=\tfrac23(1-P_2)$, it reads

$$\frac{d\langle x\rangle}{dt}=-2D\langle x\rangle+\tfrac23\lambda D\,(1-\langle P_2\rangle). \tag{17}$$

The first rank is now coupled to the second, and a single exponential no longer solves the problem. Nor does the axial correlation $\langle x(0)x(t)\rangle/\langle x^2\rangle$ decay to zero: at long times it tends to $\langle x\rangle^2/\langle x^2\rangle$.

### Example: solvent residue in a porous low-k film

Consider small polar solvent molecules left in the pores of a spin-on film. The parameters are round and roughly typical; they do not represent a particular compound. Take $T=300$ K, $D=5\times10^9$ s$^{-1}$, a dipole of 2 debye, or $6.671\times10^{-30}$ C m, a mean density of 0.1 nm$^{-3}$ and $\varepsilon_h=2.5$. SI and engineering units are natural here.

The rates are $2D=1.0\times10^{10}$ s$^{-1}$ and $6D=3.0\times10^{10}$ s$^{-1}$, so $\tau_1=100$ ps and $\tau_2=33.3$ ps. After 100 ps, $C_1=e^{-1}=0.368$ while $C_2=e^{-3}=0.050$: the axis has almost lost its second-rank memory, but over a third of the first-rank correlation remains.

The loss peak lies at

$$f=\frac{2D}{2\pi}=\frac{1.0\times10^{10}\ \mathrm{s^{-1}}}{2\pi}=1.59\ \mathrm{GHz}.$$

Putting $\tau_2$ into the Debye formula would place it at 4.77 GHz. With $kT=0.02585$ eV $=4.14\times10^{-21}$ J, the relaxation strength is

$$\Delta\varepsilon=\frac{10^{26}\times(6.671\times10^{-30})^2}{3\times8.854\times10^{-12}\times4.14\times10^{-21}}=0.0405,$$

with every quantity in SI units. The peak loss is $\varepsilon''=0.0202$. The loss tangent $\varepsilon''/\varepsilon'$ at that frequency is $0.0202/(2.5+0.0202)=0.0080$, and at 10 GHz it has fallen to 0.0025.

If the measured quantity is $\tau_2=33.3$ ps, the inferred $\tau_1$ depends on the mechanism. Small steps give 100 ps. At the same $\tau_2$, jumps of the vector through 60 degrees give $2.25\times33.3=75$ ps and put the loss peak higher by a factor $4/3$.

### The size of the neglected effects

The angular velocity $\Omega$ must forget itself quickly. If its correlation is exponential with time $\tau_J$, equipartition gives $D=\int_0^\infty\langle\Omega_x(0)\Omega_x(t)\rangle dt=(kT/I)\tau_J$, hence $\tau_J=ID/(kT)$. A uniform sphere of mass 100 u and radius 0.3 nm has $I=6.0\times10^{-45}$ kg m$^2$ and $\tau_J=0.007$ ps, less than $10^{-4}$ of $\tau_1$. This follows from the assumed $D$ and is only an integrated time, shorter even than $\hbar/kT=0.025$ ps. For this sphere, $D=kT/(8\pi\eta a^3)$ corresponds to a viscosity $\eta$ of 1.2 mPa s, so the example presumes liquid-like friction. An isolated, weakly bound molecule in an empty pore would instead turn inertially on the time $\sqrt{I/kT}=1.2$ ps, and the factor three is then lost: the ratio is already about 2.3 when $\tau_J=0.3\sqrt{I/kT}$. The rotational energy scale $\hbar^2/(2I)$ is $2\times10^{-4}\,kT$, so the discreteness of the free-rotor energy levels is negligible.

A device field of 0.5 MV/cm gives $\mu E/(kT)=0.08$. Taken as a static bias, it changes the two lowest axial relaxation rates from $2D$ and $6D$ to $2.0013D$ and $6.0009D$, changes below 0.1%; with the cavity factor given below, the first change is about 0.1%.

The pore wall is more serious. A potential of amplitude 0.05 eV has $\lambda=1.93$. At fixed $D$, the two lowest axial rates become $2.74D$ and $6.53D$, with ratio 2.38. These are rates of mixed modes, no longer of pure ranks. The axial correlation has a plateau of 0.605, so about 40% of its initial value relaxes. Neither number carries over directly to the loss of a film. For randomly oriented walls the loss strength is $1-\langle x\rangle^2=0.72$ of the free value, and the integrated times of the relaxing parts of $C_1$ and $C_2$ stand in a ratio of about 2.0.

Molecular interactions can be gauged by $n\mu^2/(4\pi\varepsilon_0kT)$, the dipole energy scale at separation $n^{-1/3}$ in vacuum, divided by $kT$. It is 0.01 at the mean density, but 0.48 at a rough filled-pore density of 5 nm$^{-3}$. Independent dipoles are therefore a reasonable first model for dispersed molecules and a doubtful one for filled pores. The local field of the host is a separate correction: in an empty spherical cavity in a medium with $\varepsilon_h=2.5$, the field is $3\varepsilon_h/(2\varepsilon_h+1)=1.25$ times the applied one. The moment seen from outside the cavity grows by the same factor, so the loss strength above would rise by a factor $1.25^2=1.56$, and by more for a polarizable molecule with the same vacuum moment. The value 1.56 is the limit of well-separated cavities; if 2.5 is the permittivity of a film with 20 to 40% porosity, a coated-sphere estimate gives about 1.5 to 1.4.

Temperature moves the peak through $D$. With a rough activation energy of 0.10 eV in an Arrhenius law, heating from 300 to 373 K multiplies $D$ by 2.13 and moves the peak to 3.39 GHz. The ratio $\tau_1/\tau_2$ remains 3 if the motion stays isotropic and in small steps.

In a real porous film, molecules may be dispersed, clustered or held at the walls, so one value of $D$ is an idealization. The chosen density is illustrative: a well-baked film may hold much less solvent, and in (14) the loss strength falls in proportion. The assumption that the molecules rotate freely, unhindered by the walls, is also open to doubt. In the wall model above, the orienting potential raises the slowest axial rate by 37% at fixed $D$. That direction belongs to the cosine potential used here. A narrow single well can lower the rate instead, and so can a potential with two opposite minima, in which the dipole must cross a barrier to reverse. Specific binding may also change $D$ itself, which this estimate leaves out. Multiplying a measured $\tau_2$ by three is thus justified for dilute, weakly bound molecules that turn isotropically in small steps, provided the probed axis and the dipole are both fixed in the molecule. These conditions pull against each other in a pore: small steps need strong friction, which comes from neighbours or from the wall, so the factor three should be taken as an estimate unless the mechanism is known. Because the diffusion is isotropic, the two directions need not coincide. The numerical output below lists the main values used here.

## Table of computed values

```
Walk: D*t = 0.30, walkers = 40000
Walk: <|du|^2>/(4 D dt), first step = 0.999
Walk: C1 = 0.549, formula 0.549
Walk: C2 = 0.164, formula 0.165
Grid: rates/D = 2.0000, 6.0000
Grid: driven loss peak, omega/D = 2.00
Input: temperature = 300 K
Input: D = 5.00e+09 s^-1
Input: dipole = 2.0 debye
Input: dipole in SI = 6.671e-30 C m
Input: mass = 100 u, radius = 0.3 nm
Input: mean density = 0.1 nm^-3
Input: host permittivity = 2.5
Thermal energy kT = 0.02585 eV
First-rank rate 2D = 1.00e+10 s^-1
Second-rank rate 6D = 3.00e+10 s^-1
tau1 = 100.0 ps, tau2 = 33.3 ps
Ratio tau1/tau2 = 3.000
Sample time = 100 ps
C1 at sample time = 0.3679
C2 at sample time = 0.0498
Dielectric loss peak = 1.592 GHz
False peak from 6D = 4.775 GHz
Relaxation strength = 0.0405
Peak loss eps'' = 0.0202
Loss tangent at peak eps'' = 0.00803
Loss tangent at 10 GHz = 0.00251
Moment of inertia = 5.978e-45 kg m^2
Angular-velocity memory = 0.00722 ps
Memory time / tau1 = 7.22e-05
Quantum ratio hbar^2/(2 I kT) = 2.25e-04
Jump 30 deg: rate ratio = 2.799
Jump 60 deg: rate ratio = 2.250
Jump 90 deg: rate ratio = 1.500
Tensor D_par/D_perp = 2.0
Dipole along axis: tau1/tau2 = 3.000
Dipole across axis: tau1/tau2 = 2.857
Device field = 0.5 MV/cm
Device field: mu E/kT = 0.0805
Device field: rates/D = 2.0013, 6.0009
Wall amplitude = 0.05 eV, over kT = 1.934
Wall: axial rates/D = 2.744, 6.531
Wall: ratio of these rates = 2.380
Wall: plateau <x>^2/<x^2> = 0.605
Dipole coupling/kT, mean density = 0.0097
Filled-pore density = 5.0 nm^-3
Dipole coupling/kT, filled pore = 0.483
Activation energy = 0.10 eV
Hot temperature = 373 K
D(hot)/D(300 K) = 2.132
Loss peak when hot = 3.393 GHz
```
